\section*{Central residue of a depletion beam in two-photon lithography}

\section*{Question}

In two-photon direct laser writing, a focused pulsed beam excites initiator molecules in a resist, and some of the excited molecules form the radicals that start polymerisation. A second, ring-shaped beam can return excited molecules to the ground state by stimulated emission before they react. This depletion beam should be dark at its centre, where writing is wanted. A real ring keeps some light there.

Define the \emph{activity} as the number of molecules that enter the radical-forming channel per unit volume. Let $I$ be the local depletion intensity and $I_s$ the saturation intensity found in part (a). The ring has its greatest intensity $I_{\rm p}$ at the crest, with
\[
S=\frac{I_{\rm p}}{I_s}=99 ,
\]
and its central intensity is $\varepsilon I_{\rm p}$ with $\varepsilon=0.01$.

The resist is an acrylate with a dye-like initiator. These parameters are rough typical values and do not describe a specific compound: depletion wavelength 532 nm, stimulated-emission cross-section $\sigma=1.0\times10^{-16}$ cm$^2$, excited-state lifetime $\tau=3.0$ ns. The writing beam has wavelength 800 nm, mean power 5.0 mW, and pulses of 100 fs at 80 MHz.

\section*{Part (a): the depletion factor}

\textbf{Question.} The depletion beam is continuous. Show that it multiplies the activity by $1/(1+I/I_s)$, and find $I_s$ for the given parameters.

\textbf{Model answer.} Let $n(t)$ be the density of excited molecules, with $n(0)=n_0$ just after a writing pulse. Without depletion light they decay at the total rate $1/\tau$, and a fraction $\phi$ of these decays leads to radicals. A depletion photon has energy $h\nu$, so the photon flux is $I/h\nu$ and each excited molecule undergoes stimulated emission at the rate $\sigma I/h\nu$. Assume for now that the ground state relaxes at once, so that it cannot reabsorb the light, and that the depletion beam excites nothing itself. Then
\begin{equation}
\frac{dn}{dt}=-\left(\frac1\tau+\frac{\sigma I}{h\nu}\right)n ,
\qquad
n(t)=n_0\exp\left[-\left(\frac1\tau+\frac{\sigma I}{h\nu}\right)t\right].
\end{equation}
Radicals are formed at the rate $\phi n/\tau$. The activity is the time integral of this rate:
\begin{align}
A(I)&=\frac{\phi}{\tau}\int_0^\infty n(t)\,dt
=\frac{\phi n_0}{\tau}\,\frac{1}{1/\tau+\sigma I/h\nu}\\
&=\frac{\phi n_0}{1+\sigma\tau I/h\nu}.
\end{align}
The last step multiplies numerator and denominator by $\tau$. With the beam off, $A(0)=\phi n_0$, so the depletion factor is
\begin{equation}
\eta=\frac{A(I)}{A(0)}=\frac{1}{1+I/I_s},
\qquad I_s=\frac{h\nu}{\sigma\tau}.
\label{eq:eta}
\end{equation}
The yield $\phi$ has cancelled. At $I=I_s$ stimulated emission is as fast as all other decay together, and half of the excited molecules are diverted.

The equations are linear in $n$, so molecules excited by successive pulses contribute independently. The same factor therefore applies to a pulse train, as long as only a small share of the initiator has been consumed. The writing pulse must be short compared with the decay. Even at the crest the decay time is $\tau/(1+S)=30$ ps, far longer than 100 fs.

The photon energy at 532 nm is $3.734\times10^{-19}$ J. Hence
\[
I_s=\frac{3.734\times10^{-19}\ {\rm J}}
{(1.0\times10^{-16}\ {\rm cm^2})(3.0\times10^{-9}\ {\rm s})}
=1.245\ {\rm MW/cm^2}.
\]

\section*{Part (b): activity at the writing centre}

\textbf{Question.} Show that the activity at the writing centre falls to about half of its value without depletion. Find also the factor at the crest and the centre-to-crest ratio of the two factors.

\textbf{Model answer.} The depletion factor depends on the central intensity measured in units of $I_s$, not in units of the crest intensity:
\begin{equation}
\frac{I_{\rm centre}}{I_s}
=\frac{\varepsilon I_{\rm p}}{I_s}
=\varepsilon S=0.01\times99=0.99 .
\end{equation}
Inserting this in \eqref{eq:eta} gives
\begin{equation}
\eta_{\rm centre}=\frac{1}{1+\varepsilon S}
=\frac{1}{1.99}=0.5025 .
\end{equation}
The activity is therefore about half of its undepleted value. At the crest,
\begin{equation}
\eta_{\rm crest}=\frac{1}{1+S}=\frac1{100}=0.01 .
\end{equation}
The ratio of the factors is $0.5025/0.01=50.25$. With a perfectly dark centre it would be $1/0.01=100$.

In intensity units the crest has $99I_s=123.2$ MW/cm$^2$ and the centre has 1.232 MW/cm$^2$. The residue is small beside the crest, but it is almost equal to $I_s$, and this is why it removes half of the activity.

\section*{Part (c): tolerable residue and recovery}

\textbf{Question.} What residue is allowed if at least 90\% of the central activity must survive at $S=99$? If the residue stays at 1\%, by what factor must the writing power rise to restore the central activity?

\textbf{Model answer.} The first condition is
\begin{equation}
\frac1{1+\varepsilon S}\ge0.9
\quad\Longrightarrow\quad
\varepsilon\le\frac{1}{S}\left(\frac1{0.9}-1\right)
=\frac{0.1111}{99}=0.00112 ,
\end{equation}
or 0.112\% of the crest. Two limits show what matters. For $\varepsilon S\ll1$, $\eta_{\rm centre}\approx1-\varepsilon S$ and the loss is slight. For $\varepsilon S\gg1$, $\eta_{\rm centre}\approx1/(\varepsilon S)$, and each doubling of the depletion power halves the central activity. The change between these regimes lies at $\varepsilon=1/S$, so a stronger ring needs a darker centre.

Two-photon excitation is proportional to the square of the writing power $P_w$ while few molecules are excited per pulse. The central activity then scales as $P_w^2\eta_{\rm centre}$. Restoring it to the undepleted value requires
\begin{equation}
\left(\frac{P_w'}{P_w}\right)^2\frac1{1+\varepsilon S}=1
\quad\Longrightarrow\quad
\frac{P_w'}{P_w}=\sqrt{1+\varepsilon S}=\sqrt{1.99}=1.411 .
\end{equation}
The mean power rises from 5.0 to about 7.1 mW. The activity excited by the writing beam rises by the same factor of 1.99 everywhere, including at the crest.

\section*{Part (d): width of the active spot}

\textbf{Question.} Take the ring profile
\begin{equation}
g(r)=\frac{I(r)}{I_{\rm p}}=(\varepsilon+cu)e^{-u},
\qquad u=\frac{r^2}{a^2},
\label{eq:ring}
\end{equation}
with $a=200$ nm. The writing intensity is proportional to $\exp(-2r^2/w^2)$ with $w=300$ nm. Find $c$, then estimate the full width at half maximum (FWHM) of the activity, with half taken relative to the spot's own central value. Does the residue change this width?

\textbf{Model answer.} At the crest the derivative vanishes:
\begin{equation}
\frac{dg}{du}=(c-\varepsilon-cu)e^{-u}=0
\quad\Longrightarrow\quad u_{\rm p}=1-\frac{\varepsilon}{c}.
\end{equation}
There $\varepsilon+cu_{\rm p}=c$, and the condition $g=1$ becomes
\begin{equation}
c=\exp\left(1-\frac{\varepsilon}{c}\right).
\end{equation}
For $\varepsilon=0$ this gives $c=e$. For $\varepsilon=0.01$, numerical root finding gives $c=2.7083$, and the crest lies at a radius of about 200 nm.

Squaring the writing intensity and applying the depletion factor gives the activity
\begin{equation}
A(r)\propto\frac{\exp(-4r^2/w^2)}{1+Sg(r)} .
\label{eq:profile}
\end{equation}
Near the centre, $e^{-u}\approx1-u$, so to first order in $u$
\begin{equation}
g\approx\varepsilon+(c-\varepsilon)u .
\end{equation}
The writing profile changes little across the narrow depleted spot, so set its exponential to one for this estimate. Half of the central activity is reached when the denominator has doubled:
\begin{align}
1+\varepsilon S+S(c-\varepsilon)u&=2(1+\varepsilon S),\\
u&=\frac{1+\varepsilon S}{S(c-\varepsilon)} .
\end{align}
Since $r=a\sqrt u$ and the full width is $2r$,
\begin{equation}
{\rm FWHM}\approx2a\sqrt{\frac{1+\varepsilon S}{S(c-\varepsilon)}}
=400\ {\rm nm}\sqrt{\frac{1.99}{99\times2.6983}}
=34.5\ {\rm nm}.
\label{eq:width}
\end{equation}
Finding the half-maximum point of the full profile \eqref{eq:profile} numerically gives 34.2 nm. The same calculation gives 24.3 nm for a perfect zero at the same $S$, and 249.8 nm with no depletion.

The residue thus broadens the spot by a factor of 1.41, close to $\sqrt{1+\varepsilon S}$. It does so because the denominator starts from 1.99 instead of 1, and the ring intensity must grow further before that denominator doubles. Raising the writing power multiplies the whole profile by a constant, so it restores the central activity but leaves this FWHM unchanged.

There is also a limit to what more depletion power can do. For fixed $\varepsilon$ and $S\to\infty$, equation \eqref{eq:width} tends to
\begin{equation}
{\rm FWHM}\to2a\sqrt{\frac{\varepsilon}{c-\varepsilon}} ,
\end{equation}
which is not zero. In equation \eqref{eq:width}, which holds when the spot is much narrower than the writing profile, the squared width is proportional to $1/S+\varepsilon$. Here the two terms are nearly equal, so the present width is about $\sqrt2$ times its limiting value. Within this model, further depletion power narrows the spot by at most this factor, while the central activity falls towards zero as $1/(\varepsilon S)$.

\section*{Part (e): is the model adequate here?}

\textbf{Question.} Find the depletion power. Then estimate the effects of reabsorption, excitation by the depletion beam, and heating. Finally, state how the central result changes if the depletion light comes as one short pulse just after excitation. Use a ground-state vibrational relaxation time $\tau_v=1.0$ ps, a one-photon absorption cross-section of $1.0\times10^{-22}$ cm$^2$ at 532 nm, a two-photon cross-section $\delta=10$ GM $=10^{-49}$ cm$^4$ s at both wavelengths, resist absorption $\alpha=0.01$ cm$^{-1}$, and thermal conductivity $\kappa=0.2$ W/(m K). These too are rough values. Take the resist to be held cool at radius $R=20$ $\mu$m.

\textbf{Model answer.} \emph{Power.} With $2\pi r\,dr=\pi a^2du$, and with both $\int_0^\infty e^{-u}du$ and $\int_0^\infty ue^{-u}du$ equal to one,
\begin{equation}
P=\pi a^2I_{\rm p}\int_0^\infty(\varepsilon+cu)e^{-u}du
=\pi a^2I_{\rm p}(\varepsilon+c)=0.421\ {\rm W}.
\end{equation}

\emph{Reabsorption.} Let $k=\sigma I/h\nu$, and let $m$ be the density of vibrationally hot ground-state molecules. Assume that they reabsorb with the same cross-section $\sigma$:
\begin{align}
\dot n&=-(1/\tau+k)n+km, &
\dot m&=kn-km-m/\tau_v .
\end{align}
Integrate over all time, writing $N=\int n\,dt$ and $M=\int m\,dt$. Since $m$ starts and ends at zero, the second equation gives $M=Nk\tau_v/(1+k\tau_v)$. The first gives
\begin{equation}
n_0=\frac N\tau+k(N-M)
=N\left(\frac1\tau+\frac{k}{1+k\tau_v}\right).
\end{equation}
Reabsorption therefore replaces $k$ by $k/(1+k\tau_v)$. At the crest $k\tau_v=99/3000=0.033$, and the factor rises from 0.0100 to 0.01033. At the centre it becomes 0.5026, a negligible change. Since $k/(1+k\tau_v)$ cannot exceed $1/\tau_v$, the factor cannot fall below about $\tau_v/\tau=3\times10^{-4}$. The $S\to\infty$ limits of part (d) therefore fail at extreme power, where the spot widens again.

\emph{Excitation by the depletion beam.} The crest photon flux is $F=I_{\rm p}/h\nu$. One-photon absorption excites each molecule at $3.30\times10^4$ s$^{-1}$. Two-photon absorption does so at $\tfrac12\delta F^2=5.44\times10^3$ s$^{-1}$, where the half counts two photons per excitation. For the writing beam, with photon energy $h\nu_w$, repetition rate $f$ and square pulses of length $t_p$, the central flux within a pulse is $F_w=2P_w/(\pi w^2ft_ph\nu_w)$. The excitation probability per pulse is $\tfrac12\delta F_w^2t_p=0.0159$, small enough for the square law of part (c). Multiplying by $f$ gives $1.27\times10^6$ s$^{-1}$.

At the centre the one-photon rate is reduced by $\varepsilon$ and the two-photon rate by $\varepsilon^2$. Together they add $2.6\times10^{-4}$ of the writing excitation. At the crest the depletion beam adds 0.030 of the \emph{central} writing rate, beside 0.170 from the writing beam itself. This is a noticeable share of the excitation there, but depletion suppresses it too: the crest activity is $(0.170+0.030)\times0.01033=0.0021$ of the undepleted central activity.

\emph{Heating.} Treat the beam as unchanged along its axis. In steady state, the heat absorbed per unit length inside radius $r$ flows out through that radius. If $P(r)$ is the beam power inside $r$, then $2\pi r\kappa(-dT/dr)=\alpha P(r)$, and
\begin{equation}
\Delta T=\int_0^R\frac{\alpha P(r)}{2\pi\kappa r}\,dr=1.5\ {\rm K}
\end{equation}
by numerical integration. The rise is proportional to $\alpha$, so a resist absorbing ten times as much would warm by about 15 K. This counts only the depletion beam, and the divergence of a real focus lowers it slightly. Two-photon absorption of the writing beam adds heat as well, up to about 0.8 K for $10^{19}$ initiator molecules per cm$^3$.

\emph{Short depletion pulse.} Let the pulse be much shorter than $\tau$, so that little ordinary decay occurs during it, but much longer than $\tau_v$, so that reabsorption at the centre stays small. A pulse of fluence $\Phi$ leaves the fraction $\exp(-\sigma\Phi/h\nu)$ excited. Let it carry the same energy per area as the continuous beam delivers in one lifetime, $\Phi=I\tau$. The central factor is then
\begin{equation}
e^{-\varepsilon S}=e^{-0.99}=0.37
\end{equation}
instead of 0.50. This is the ideal limit. With $\tau/\tau_v=3000$ both conditions hold only roughly: including reabsorption and ordinary decay, the factor is lowest, about 0.38, for pulses of 50 to 100 ps, and is about 0.40 at 15 ps or 300 ps. The result of part (b) thus belongs to the continuous depletion law.

\emph{Limits of the result.} The central loss depends on the depletion power as well as on the residue. At one tenth of the 0.42 W found above, $\varepsilon S=0.099$ and the central activity is $1/1.099=0.91$, so the same 1\% residue costs much less. The result also assumes that the initiator is nearly intact. At the writing rate found above, a radical yield of $\phi=0.01$ would use up about 12\% of the initiator at the centre in 10 $\mu$s without depletion. A yield of $\phi=0.3$ would use up about 98\% in the same time. In a longer exposure the total activity saturates, so the central loss becomes smaller than one half and the spot becomes wider, unless fresh initiator diffuses in. For $\phi=0.01$ and no diffusion, the central ratio is 0.66 with a FWHM of 40 nm after 0.1 ms, and nearly 1 with a FWHM of 96 nm after 1 ms. The values 0.50 and 34 nm therefore describe the rate of radical formation in fresh resist, not the total after a long dwell. The model also gives every molecule the same $\sigma$. If the transition dipoles do not rotate within $\tau$, the result depends on polarisation: for circularly polarised writing light and the same orientation-averaged $\sigma$, the central factor is about 0.45 for an in-plane circularly polarised residue and about 0.77 for a residue polarised along the axis. Real initiators may also lose excited molecules by absorbing depletion light to higher states, which the model omits. If those molecules do not return to the reactive state and form no radicals, the extra loss adds to $\sigma$ and lowers $I_s$; at fixed intensity, doubling the effective $\sigma$ would lower the central factor from 0.50 to $1/(1+1.98)=0.34$. Finally, activity is not polymer. A resist with a threshold may form nothing at half activity if its threshold lies above that level, and diffusion of radicals can make the solid feature wider than the 34 nm found here.
